**Density matrix from a contour enclosing N Matsubara poles**

The program tests the replacement of the real-axis integral of $f(E)G(E+i0)$ by a vertical leg, a horizontal line at height $Y=2\pi NkT$ and $N$ pole terms. Here $f$ is the Fermi function with chemical potential $\mu$ and thermal energy $kT$, $G(z)=(z-H)^{-1}$, and $H$ is a Hermitian matrix. It asserts the periodicity of $f$, the residue $-kT$, the number of enclosed poles, the full complex identity for one level, and the value 1/2 approached by a long vertical leg. For a 60-site ring with complex hopping it asserts agreement with diagonalization, for several $N$ with finely resolved integrals and for a contour of 38 Green-function evaluations. The output gives a density-matrix error of $2.0\times10^{-8}$ in the 2-norm for that contour, against $7.0\times10^{-3}$ when the line uses an ordinary Gauss–Legendre rule with equally many points. Further assertions cover the fall of the error with line height, the convergence rate within ten percent of its estimate, and the arctangent estimate for the stopped Matsubara sum. The spatial decay rate of $G$ in a uniform chain is also compared with its formula, and the output shows a much longer range at the first pole than on the line.

## Numerical check

```python
"""
Result under test: with f(z) = 1/(1+exp((z-mu)/kT)), G(z) = (z-H)^-1,
Y = 2 pi N kT and z_j = mu + i pi (2j-1) kT, the integral
    I = int_{Eb}^{inf} f(E) G(E+i0) dE
equals
    i int_0^Y f(Eb+iy) G(Eb+iy) dy + int_{Eb}^{inf} f(E) G(E+iY) dE
    - 2 pi i kT sum_{j=1}^N G(z_j),
and the density matrix f(H) is (i/2pi)(I - I^dagger).
H: Hermitian matrix, mu: chemical potential, kT: thermal energy,
Eb: real energy below mu and below the spectrum, N: enclosed poles.
All energies are in hartree; occupations are for one spin channel.
"""
import numpy as np
from scipy.constants import physical_constants

kT = 0.001
mu = 0.01
hopping = 0.05
bond_phase = 0.05
impurity = -0.05
n_sites = 60
Eb = -0.2
E_top = mu + 40 * kT      # f is below 1e-17 beyond this energy
N_main, n_line, n_leg = 10, 16, 12
pi = np.pi


def fermi(z):
    return 1 / (1 + np.exp((z - mu) / kT))


def height(N):
    return 2 * pi * N * kT


def matsubara(N):
    return mu + 1j * pi * kT * (2 * np.arange(1, N + 1) - 1)


def panels(a, b, count, order=12):
    """Composite Gauss-Legendre nodes and weights on [a, b]."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(a, b, count + 1)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    nodes = (mid[:, None] + half[:, None] * x).ravel()
    return nodes, (half[:, None] * w).ravel()


def fermi_gauss(n):
    """Gauss rule on [Eb, E_top] whose weight function is f(E)."""
    E, w = panels(Eb, E_top, 250)
    w = w * fermi(E)
    center, half = (Eb + E_top) / 2, (E_top - Eb) / 2
    s = (E - center) / half
    previous = np.zeros_like(s)
    current = np.ones_like(s) / np.sqrt(w.sum())
    diagonal, off, beta = [], [], 0.0
    for _ in range(n):
        alpha = np.sum(w * s * current**2)
        diagonal.append(alpha)
        following = (s - alpha) * current - beta * previous
        beta = np.sqrt(np.sum(w * following**2))
        off.append(beta)
        previous, current = current, following / beta
    jacobi = np.diag(diagonal) + np.diag(off[:-1], 1) + np.diag(off[:-1], -1)
    nodes, vectors = np.linalg.eigh(jacobi)
    return center + half * nodes, w.sum() * vectors[0]**2


def green_sum(H, z, weights):
    """Weighted sum of G(z) over the points z."""
    identity = np.eye(len(H))
    G = np.linalg.inv(z[:, None, None] * identity - H)
    return np.tensordot(weights, G, axes=1)


def contour_parts(H, N, line_nodes, line_weights):
    """Vertical leg, horizontal line and pole parts of I."""
    Y = height(N)
    y, w = panels(0, Y, 1, n_leg)
    leg = green_sum(H, Eb + 1j * y, 1j * w * fermi(Eb + 1j * y))
    line = green_sum(H, line_nodes + 1j * Y, line_weights)
    poles = green_sum(H, matsubara(N), np.full(N, -2j * pi * kT))
    return leg, line, poles


def density(I):
    return 1j / (2 * pi) * (I - I.conj().T)


# Periodicity, and the singular form of f at odd multiples of i pi kT
E_test = mu + kT * np.array([-7.0, -1.3, 0.4, 2.0, 6.0])
Y_main = height(N_main)
period_error = np.max(np.abs(fermi(E_test + 1j * Y_main) - fermi(E_test)))
assert period_error < 1e-12
odd = fermi(E_test + 1j * pi * kT * (2 * N_main - 1))
assert np.allclose(odd, -1 / np.expm1((E_test - mu) / kT), atol=1e-11)

# Residue from a small circle; number of poles from a rectangle
angle = 2 * pi * np.arange(200) / 200
circle = kT * np.exp(1j * angle)
residue = np.mean(fermi(matsubara(3)[2] + circle) * circle)
assert abs(residue + kT) < 1e-12
corners = [mu - 5 * kT, mu + 5 * kT, mu + 5 * kT + 1j * Y_main,
           mu - 5 * kT + 1j * Y_main, mu - 5 * kT]
s, w = panels(0, 1, 80)
loop = sum((b - a) * np.sum(w * fermi(a + (b - a) * s))
           for a, b in zip(corners[:-1], corners[1:]))
pole_count = -loop / (2j * pi * kT)
assert abs(pole_count - N_main) < 1e-9

# Full complex identity for one level, with Eb close to mu so f is not 1
Eb_near, level, N_small = mu - 1.5 * kT, mu - 0.7 * kT, 3
E, w = panels(Eb_near, E_top, 60)
f_level = fermi(level)
principal = (np.sum(w * (fermi(E) - f_level) / (E - level))
             + f_level * np.log((E_top - level) / (level - Eb_near)))
real_axis = principal - 1j * pi * f_level
line_value = np.sum(w * fermi(E) / (E + 1j * height(N_small) - level))
y, wy = panels(0, height(N_small), 12)
z = Eb_near + 1j * y
leg_value = np.sum(1j * wy * fermi(z) / (z - level))
pole_value = -2j * pi * kT * np.sum(1 / (matsubara(N_small) - level))
deformed = leg_value + line_value + pole_value
assert abs(real_axis - deformed) < 1e-9

# The infinitely long vertical leg gives one half, although f is not 1 on it
y, wy = panels(0, height(2000), 8000)
z = Eb_near + 1j * y
half_value = -np.sum(1j * wy * fermi(z) / (z - level)).imag / pi
assert abs(half_value - 0.5) < 1e-4

# Ring with complex hopping and one impurity; reference by diagonalization
H = np.zeros((n_sites, n_sites), complex)
for a in range(n_sites):
    b = (a + 1) % n_sites
    H[a, b] = -hopping * np.exp(1j * bond_phase)
    H[b, a] = np.conj(H[a, b])
H[0, 0] = impurity
levels, states = np.linalg.eigh(H)
reference = (states * fermi(levels)) @ states.conj().T
radius = np.sum(np.abs(H), axis=1) - np.abs(np.diag(H))
lower_bound = np.min(np.diag(H).real - radius)
assert Eb < lower_bound <= levels[0]


def error(I):
    return np.linalg.norm(density(I) - reference, 2)


# The result is independent of N when every piece is fully resolved
E, w = panels(Eb, E_top, 80, 10)
resolved = [error(sum(contour_parts(H, N, E, w * fermi(E))))
            for N in (1, 3, 10)]
assert max(resolved) < 1e-10

# Worked contour with few points
rule = fermi_gauss(n_line)
parts = contour_parts(H, N_main, *rule)
I_main = sum(parts)
rho = density(I_main)
main_error = error(I_main)
assert main_error < 1e-6
traces = [np.trace(density(part)).real for part in parts]
elementwise_error = np.max(np.abs(-I_main.imag / pi - reference))
assert elementwise_error > 1e-3

# Same number of line points, different heights
N_values = (1, 2, 5, 10)
height_errors = [error(sum(contour_parts(H, N, *rule))) for N in N_values]
assert all(b < a / 2 for a, b in zip(height_errors[:-1], height_errors[1:]))

# A plain Gauss-Legendre rule does not absorb the Fermi step
E, w = panels(Eb, E_top, 1, n_line)
plain_error = error(sum(contour_parts(H, N_main, E, w * fermi(E))))
assert plain_error > 1000 * main_error

# Convergence rate against the Bernstein ellipse of the poles of G
n_low, n_high = 8, 20
error_low, error_high = [
    error(sum(contour_parts(H, N_main, *fermi_gauss(n))))
    for n in (n_low, n_high)]
rate_measured = (error_low / error_high)**(1 / (2 * (n_high - n_low)))
scaled = (levels - 1j * Y_main - (Eb + mu) / 2) / ((mu - Eb) / 2)
root = np.sqrt(scaled**2 - 1)
ellipse = np.maximum(np.abs(scaled + root), np.abs(scaled - root))
rate_predicted = ellipse.min()
# ten percent: finite n, and thermal tail of the weight beyond mu
assert abs(rate_measured / rate_predicted - 1) < 0.10

# Remainder of the Matsubara sum when it is stopped at N
terms = 1 / (matsubara(N_main)[:, None] - levels[None, :])
truncated = 0.5 + 2 * kT * np.sum(terms.real, axis=0)
remainder = fermi(levels) - truncated
estimate = np.arctan((mu - levels) / Y_main) / pi
remainder_gap = np.max(np.abs(remainder - estimate))
assert remainder_gap < 1e-3

# Spatial decay of G in a long uniform ring
size = 800
H_long = np.zeros((size, size))
for a in range(size):
    H_long[a, (a + 1) % size] = H_long[(a + 1) % size, a] = -hopping
source = np.zeros(size)
source[0] = 1
decay = []
for z in (mu + 1j * pi * kT, mu + 1j * Y_main):
    column = np.linalg.solve(z * np.eye(size) - H_long, source)
    measured = np.log(abs(column[10] / column[30])) / 20
    predicted = abs(np.arccos(-z / (2 * hopping)).imag)
    assert abs(measured / predicted - 1) < 1e-5
    decay.append(measured)

kelvin = physical_constants["kelvin-hartree relationship"][0]
print(f"kT = {kT:.4f} Ha; temperature = {kT / kelvin:.1f} K")
print(f"mu = {mu:.3f} Ha; Eb = {Eb:.3f} Ha")
print(f"Upper cutoff of line = {E_top:.3f} Ha")
print(f"Ring sites = {n_sites}; hopping = {hopping:.3f} Ha")
print(f"Bond phase = {bond_phase:.3f} rad; impurity = {impurity:.3f} Ha")
print(f"Lowest, highest level = {levels[0]:.6f}, {levels[-1]:.6f} Ha")
print(f"Gershgorin lower bound = {lower_bound:.3f} Ha")
print(f"N = {N_main}; line height Y = {Y_main:.6f} Ha")
print(f"First, last enclosed pole height = {pi*kT:.6f}, "
      f"{matsubara(N_main)[-1].imag:.6f} Ha")
print(f"Periodicity error = {period_error:.1e} (dimensionless)")
print(f"Residue of f = {residue.real:.6f} Ha")
print(f"Pole count from loop = {pole_count.real:.6f}")
print(f"One-level test, N = {N_small}: Eb-mu = {(Eb_near-mu)/kT:.1f} kT, "
      f"level-mu = {(level-mu)/kT:.1f} kT")
print(f"  real-axis I = {real_axis:.8f} (dimensionless)")
print(f"  deformed I  = {deformed:.8f} (dimensionless)")
print(f"Long-leg value, N = 2000: {half_value:.6f} (dimensionless)")
print(f"Points: leg {n_leg}, line {n_line}, poles {N_main}, "
      f"total {n_leg + n_line + N_main}")
for name, value in zip(("leg", "line", "poles"), traces):
    print(f"Electron number from {name} = {value:.8f}")
print(f"Electron number, contour = {np.trace(rho).real:.8f}")
print(f"Electron number, diagonalization = {fermi(levels).sum():.8f}")
print(f"Impurity occupation, contour = {rho[0, 0].real:.8f}")
print(f"Impurity occupation, direct = {reference[0, 0].real:.8f}")
print(f"rho between sites 0 and 1, contour = {rho[0, 1]:.8f}")
print(f"rho between sites 0 and 1, direct = {reference[0, 1]:.8f}")
print(f"Density-matrix error (2-norm) = {main_error:.2e}")
print(f"Largest error of elementwise -Im I/pi = {elementwise_error:.5f}")
print(f"Largest resolved error, N = 1, 3, 10: {max(resolved):.1e}")
for N, value in zip(N_values, height_errors):
    print(f"N = {N:2d}, Y = {height(N):.6f} Ha, "
          f"{n_line} line points: error {value:.2e}")
print(f"Plain Gauss-Legendre line, N = {N_main}: error {plain_error:.2e}")
print(f"Fermi-weighted errors, n = {n_low}, {n_high}: "
      f"{error_low:.2e}, {error_high:.2e}")
print(f"Ellipse parameter measured, predicted = "
      f"{rate_measured:.4f}, {rate_predicted:.4f}")
print(f"Largest stopped-sum remainder, N = {N_main}: "
      f"{np.max(np.abs(remainder)):.5f}")
print(f"Largest gap to arctan estimate = {remainder_gap:.1e}")
print(f"Decay of G at first pole = {decay[0]:.5f} per site")
print(f"Decay of G at mu + iY = {decay[1]:.5f} per site")
print("ALL CHECKS PASSED")
```

Output:

```
kT = 0.0010 Ha; temperature = 315.8 K
mu = 0.010 Ha; Eb = -0.200 Ha
Upper cutoff of line = 0.050 Ha
Ring sites = 60; hopping = 0.050 Ha
Bond phase = 0.050 rad; impurity = -0.050 Ha
Lowest, highest level = -0.111803, 0.099863 Ha
Gershgorin lower bound = -0.150 Ha
N = 10; line height Y = 0.062832 Ha
First, last enclosed pole height = 0.003142, 0.059690 Ha
Periodicity error = 1.1e-15 (dimensionless)
Residue of f = -0.001000 Ha
Pole count from loop = 10.000000
One-level test, N = 3: Eb-mu = -1.5 kT, level-mu = -0.7 kT
  real-axis I = 0.06131335-2.09917380j (dimensionless)
  deformed I  = 0.06131335-2.09917380j (dimensionless)
Long-leg value, N = 2000: 0.499975 (dimensionless)
Points: leg 12, line 16, poles 10, total 38
Electron number from leg = 6.57546256
Electron number from line = 25.16737356
Electron number from poles = 0.26690402
Electron number, contour = 32.00974014
Electron number, diagonalization = 32.00974019
Impurity occupation, contour = 0.74671736
Impurity occupation, direct = 0.74671737
rho between sites 0 and 1, contour = 0.26741990+0.01398475j
rho between sites 0 and 1, direct = 0.26741990+0.01398475j
Density-matrix error (2-norm) = 2.01e-08
Largest error of elementwise -Im I/pi = 0.01950
Largest resolved error, N = 1, 3, 10: 3.8e-13
N =  1, Y = 0.006283 Ha, 16 line points: error 3.06e-01
N =  2, Y = 0.012566 Ha, 16 line points: error 4.07e-02
N =  5, Y = 0.031416 Ha, 16 line points: error 1.40e-04
N = 10, Y = 0.062832 Ha, 16 line points: error 2.01e-08
Plain Gauss-Legendre line, N = 10: error 7.01e-03
Fermi-weighted errors, n = 8, 20: 1.33e-04, 2.53e-10
Ellipse parameter measured, predicted = 1.7315, 1.7638
Largest stopped-sum remainder, N = 10: 0.34838
Largest gap to arctan estimate = 8.6e-05
Decay of G at first pole = 0.03157 per site
Decay of G at mu + iY = 0.59487 per site
ALL CHECKS PASSED
```
